# Line strength, oscillator strength and decay rate for E1, M1 and E2: a program that tests the result

```python
"""Links among line strength S, absorption oscillator strength f and rate A.

Result under test (upper level k, lower level i, vacuum wavelength lam in angstrom):
  E1: A = 2.026e18 S/(g_k lam^3), S in e^2 a0^2, operator sum r
  M1: A = 2.697e13 S/(g_k lam^3), S in muB^2,    operator L + g_s S
  E2: A = 1.120e18 S/(g_k lam^5), S in e^2 a0^4, operator sum r^2 C2q
  all: A = 6.670e15 (g_i/g_k) f/lam^2
S is summed over the magnetic states of both levels; g_k, g_i are level weights.
The formulas are compared with golden-rule rates that keep the full plane wave.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo

e, m, hbar, c, eps0 = sc.e, sc.m_e, sc.hbar, sc.c, sc.epsilon_0
a0 = sc.physical_constants["Bohr radius"][0]
muB = sc.physical_constants["Bohr magneton"][0]
hartree = sc.physical_constants["Hartree energy"][0]
g_spin = abs(sc.physical_constants["electron g factor"][0])
alpha = sc.fine_structure
ANG = 1e-10

# Derived constants, with wavelength in angstrom
two_pi_c = 2 * np.pi * c / ANG
A_E1 = e**2 * a0**2 * two_pi_c**3 / (3 * np.pi * eps0 * hbar * c**3)
A_M1 = sc.mu_0 * muB**2 * two_pi_c**3 / (3 * np.pi * hbar * c**3)
A_E2 = e**2 * a0**4 * two_pi_c**5 / (60 * np.pi * eps0 * hbar * c**5)
A_f = e**2 * two_pi_c**2 / (2 * np.pi * eps0 * m * c**3)
f_E1 = 2 * m * two_pi_c * a0**2 / (3 * hbar)
f_M1 = hbar * two_pi_c / (6 * m * c**2)
f_E2 = m * two_pi_c**3 * a0**4 / (30 * hbar * c**2)
assert f"{A_E1:.3e}" == "2.026e+18"
assert f"{A_M1:.3e}" == "2.697e+13"
assert f"{A_E2:.3e}" == "1.120e+18"
assert f"{A_f:.3e}" == "6.670e+15"


def wavelength(energy):
    """Vacuum wavelength in angstrom for a photon energy in hartree."""
    return sc.h * c / (energy * hartree) / ANG


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


# Directions and two transverse polarizations for integrals over the sphere
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = np.arange(16) * 2 * np.pi / 16
ct, ph = [v.ravel() for v in np.meshgrid(nodes, phis, indexing="ij")]
st = np.sqrt(1 - ct**2)
weights = np.repeat(node_weights, 16) * 2 * np.pi / 16
khat = np.array([st * np.cos(ph), st * np.sin(ph), ct]).T
pols = [np.array([ct * np.cos(ph), ct * np.sin(ph), -st]).T,
        np.array([-np.sin(ph), np.cos(ph), 0 * ph]).T]


def strength_e2(M):
    """Sum over q of |r^2 C2q|^2 from the matrix M_ij of <x_i x_j>."""
    q0 = M[2, 2] - (M[0, 0] + M[1, 1]) / 2
    comps = [q0]
    for s in (1, -1):
        comps.append(-s * np.sqrt(1.5) * (M[0, 2] + s * 1j * M[1, 2]))
        comps.append(np.sqrt(3 / 8) * (M[0, 0] - M[1, 1] + s * 2j * M[0, 1]))
    return sum(abs(q)**2 for q in comps)


# Angular integrals and absence of interference, for general complex tensors
rng = np.random.default_rng(4)
M = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
M = M + M.T
Q = M - np.eye(3) * np.trace(M) / 3
vec = rng.normal(size=3) + 1j * rng.normal(size=3)
quadrupole = magnetic = together = 0.0
for pol in pols:
    aq = np.einsum("ni,ij,nj->n", pol, M, khat)
    am = np.cross(khat, pol) @ vec
    quadrupole += weights @ abs(aq)**2
    magnetic += weights @ abs(am)**2
    together += weights @ abs(aq + am)**2
assert close(quadrupole, 4 * np.pi / 5 * np.sum(abs(Q)**2), 1e-10)
assert close(strength_e2(M), 1.5 * np.sum(abs(Q)**2), 1e-10)
assert close(magnetic, 8 * np.pi / 3 * np.sum(abs(vec)**2), 1e-10)
assert close(together, quadrupole + magnetic, 1e-10)

# Classical absorption: integral of the resonance profile is pi/2
damping = 0.05
profile = lambda w: w**2 * damping / ((1 - w**2)**2 + (w * damping)**2)
area = quad(profile, 0, 2, points=[1], limit=200)[0] + quad(profile, 2, np.inf)[0]
assert close(area, np.pi / 2, 1e-7)


def axis_integrals(w, upper, lower, k):
    """Overlap, momentum and position integrals with exp(-ikx), one axis."""
    x = np.linspace(-10, 10, 801) / np.sqrt(w)
    ground = (w / np.pi)**0.25 * np.exp(-w * x**2 / 2)
    states = [ground, np.sqrt(2 * w) * x * ground]
    slopes = [-w * x * ground, np.sqrt(2 * w) * (1 - w * x**2) * ground]
    left = states[lower] * np.exp(-1j * k * x) * (x[1] - x[0])
    return (left @ states[upper], -1j * (left @ slopes[upper]),
            left @ (x * states[upper]))


def plane_wave_rate(freqs, upper, lower):
    """Emission rate in 1/s with the whole exponential kept."""
    omega = sum(w * (u - l) for w, u, l in zip(freqs, upper, lower))
    total = 0.0
    for n in range(len(weights)):
        O, P, _ = zip(*[axis_integrals(freqs[a], upper[a], lower[a],
                                      omega * alpha * khat[n, a])
                        for a in range(3)])
        current = np.array([P[0] * O[1] * O[2], O[0] * P[1] * O[2],
                            O[0] * O[1] * P[2]])
        total += weights[n] * sum(abs(pol[n] @ current)**2 for pol in pols)
    omega_si = omega * hartree / hbar
    front = e**2 * omega_si / (8 * np.pi**2 * eps0 * hbar * m**2 * c**3)
    return front * (hbar / a0)**2 * total, wavelength(omega)


def static_integrals(freqs, upper, lower):
    return zip(*[axis_integrals(freqs[a], upper[a], lower[a], 0)
                 for a in range(3)])


# Pure E1: first excited state of an isotropic well
case = ((0.1, 0.1, 0.1), (1, 0, 0), (0, 0, 0))
rate, lam = plane_wave_rate(*case)
O, P, X = static_integrals(*case)
S1 = abs(X[0] * O[1] * O[2])**2
ratio_E1 = rate / (A_E1 * S1 / lam**3)
f_sum = 3 * rate * lam**2 / A_f       # upper level has three states
assert abs(ratio_E1 - 1) < 5e-5
assert abs(f_sum - 1) < 5e-5          # one electron: total f is one
assert close(f_E1 * 3 * S1 / lam, f_sum, 5e-5)

# Pure E2: xy state of the isotropic well to its ground state
case = ((0.1, 0.1, 0.1), (1, 1, 0), (0, 0, 0))
rate, lam = plane_wave_rate(*case)
O, P, X = static_integrals(*case)
M = np.zeros((3, 3), complex)
M[0, 1] = M[1, 0] = X[0] * X[1] * O[2]
S2 = strength_e2(M)
ratio_E2 = rate / (A_E2 * S2 / lam**5)
assert abs(ratio_E2 - 1) < 1e-4
assert close(rate * lam**2 / A_f, f_E2 * S2 / lam**3, 1e-4)

# M1 and E2 together: unequal well frequencies
case = ((0.2, 0.1, 0.15), (1, 0, 0), (0, 1, 0))
rate, lam = plane_wave_rate(*case)
O, P, X = static_integrals(*case)
M[0, 1] = M[1, 0] = X[0] * X[1] * O[2]
S_mag = abs((X[0] * P[1] - P[0] * X[1]) * O[2])**2
part_M1 = A_M1 * S_mag / lam**3
part_E2 = A_E2 * strength_e2(M) / lam**5
ratio_mixed = rate / (part_M1 + part_E2)
share_M1 = part_M1 / (part_M1 + part_E2)
assert abs(ratio_mixed - 1) < 1e-4
assert 0.05 < share_M1 < 0.95
assert close(rate * lam**2 / A_f,
             f_M1 * S_mag / lam + f_E2 * strength_e2(M) / lam**3, 1e-4)

# M1 with spin: triplet P term, J=2 to J=1, direct golden rule in SI
root = np.sqrt(0.5)
jx = root * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], complex)
jy = root * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]])
jz = np.diag([1, 0, -1]).astype(complex)
L = np.array([np.kron(j, np.eye(3)) for j in (jx, jy, jz)])
Sp = np.array([np.kron(np.eye(3), j) for j in (jx, jy, jz)])
LS_values, LS_states = np.linalg.eigh(sum(L[a] @ Sp[a] for a in range(3)))
J1 = LS_states[:, abs(LS_values + 1) < 1e-8]
J2 = LS_states[:, abs(LS_values - 1) < 1e-8]
assert J1.shape[1] == 3 and J2.shape[1] == 5


def m1_elements(g):
    return np.array([J1.conj().T @ (L[a] + g * Sp[a]) @ J2 for a in range(3)])


lam_model = 5000.0
elements = m1_elements(g_spin)
S_triplet = np.sum(abs(elements)**2)
A_triplet = A_M1 * S_triplet / (5 * lam_model**3)
f_triplet = f_M1 * S_triplet / (3 * lam_model)
omega = two_pi_c / lam_model
field_squared = hbar / (2 * eps0 * omega) * (omega / c)**2     # times volume
mode_density = omega**2 / ((2 * np.pi)**3 * hbar * c**3)       # per volume
direct = np.zeros(5)
for pol in pols:
    amp = np.einsum("na,aij->nij", np.cross(khat, pol), elements)
    direct += np.einsum("n,nij->j", weights, abs(amp)**2)
direct *= 2 * np.pi / hbar * muB**2 * field_squared * mode_density
assert np.allclose(direct, A_triplet, rtol=1e-7)   # same for each upper state
assert np.sum(abs(m1_elements(1.0))**2) < 1e-20    # total J joins no levels

# Mg atom: frozen Hartree-Fock core, all two-electron valence singlets
basis_plan = [(0, 14, 0.018), (1, 10, 0.015), (2, 5, 0.015)]
basis_ratio = 2.7
shells = [[l, [start * basis_ratio**j, 1.0]]
          for l, count, start in basis_plan for j in range(count)]
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": shells}, verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
core, act = mf.mo_coeff[:, :5], mf.mo_coeff[:, 5:]
J_core, K_core = mf.get_jk(mol, 2 * core @ core.T)
h_act = act.T @ (mf.get_hcore() + J_core - K_core / 2) @ act
n_act = act.shape[1]
eri = ao2mo.kernel(mol.intor("int2e", aosym="s8"), act, compact=False)
eri = eri.reshape((n_act,) * 4)
p, q = np.triu_indices(n_act)
pc, qc = p[:, None], q[:, None]
norm = 1 / np.sqrt(2 * (1 + (p == q)))
norms = 2 * norm[:, None] * norm


def pair_operator(h):
    """One-electron operator, summed over both electrons, in singlet pairs."""
    same = h[pc, p] * (qc == q) + (pc == p) * h[qc, q]
    swapped = h[pc, q] * (qc == p) + (pc == q) * h[qc, p]
    return norms * (same + swapped)


H = pair_operator(h_act) + norms * (eri[pc, p, qc, q] + eri[pc, q, qc, p])
del eri
energies, vectors = eigh(H)


def moments(operator, state):
    """Transition elements from one state to every state."""
    C = np.zeros((n_act, n_act))
    np.add.at(C, (p, q), norm * vectors[:, state])
    np.add.at(C, (q, p), norm * vectors[:, state])
    Y = 2 * operator @ C
    return vectors.T @ (norm * (Y[p, q] + Y[q, p]))


r_ops = [act.T @ x @ act for x in mol.intor("int1e_r")]
rr_ops = [act.T @ x @ act for x in mol.intor("int1e_rr")]
dip = np.array([moments(x, 0) for x in r_ops])
quadr = np.array([moments(x, 0) for x in rr_ops]).reshape(3, 3, -1)

# Transition moments against the energy shift in a static field
field = 5e-4
shifted = eigh(H + field * pair_operator(r_ops[2]), eigvals_only=True,
               subset_by_index=[0, 0])[0]
pol_field = -2 * (shifted - energies[0]) / field**2
pol_sum = 2 * np.sum(dip[2, 1:]**2 / (energies[1:] - energies[0]))
assert close(pol_field, pol_sum, 2e-3)   # higher field orders remain

search = range(1, 60)
dip_strength = np.sum(dip**2, axis=0)
quad_strength = np.array([0.0] + [strength_e2(quadr[:, :, j]) for j in search])
first_P = next(j for j in search if dip_strength[j] > 1e-3)
first_D = next(j for j in search if quad_strength[j] > 1e-3)
P_set = [j for j in search if abs(energies[j] - energies[first_P]) < 1e-5]
D_set = [j for j in search if abs(energies[j] - energies[first_D]) < 1e-5]
assert len(P_set) == 3 and len(D_set) == 5
assert np.ptp(dip_strength[P_set]) < 1e-4 * dip_strength[first_P]
assert np.ptp(quad_strength[D_set]) < 1e-4 * quad_strength[first_D]

E_P = energies[first_P] - energies[0]
E_D = energies[first_D] - energies[0]
assert E_D > E_P
lam_P, lam_D, lam_DP = wavelength(E_P), wavelength(E_D), wavelength(E_D - E_P)
S_P, S_D = np.sum(dip_strength[P_set]), np.sum(quad_strength[D_set])
S_DP = sum(np.sum(moments(x, j)[P_set]**2) for x in r_ops for j in D_set)
A_P = A_E1 * S_P / (3 * lam_P**3)
A_D = A_E2 * S_D / (5 * lam_D**5)
A_DP = A_E1 * S_DP / (5 * lam_DP**3)
assert A_D < A_DP

print(f"E1 constant in A: {A_E1:.5e} angstrom^3/s")
print(f"M1 constant in A: {A_M1:.5e} angstrom^3/s")
print(f"E2 constant in A: {A_E2:.5e} angstrom^5/s")
print(f"constant linking A and f: {A_f:.5e} angstrom^2/s")
print(f"E1 constant in f: {f_E1:.5e} angstrom")
print(f"M1 constant in f: {f_M1:.5e} angstrom")
print(f"E2 constant in f: {f_E2:.5e} angstrom^3")
print(f"Bohr radius: {a0:.6e} m")
print(f"Bohr magneton: {muB:.6e} J/T")
print(f"fine-structure constant: {alpha:.7e} (no unit)")
print(f"plane-wave rate / E1 formula: {ratio_E1:.7f} (no unit)")
print(f"plane-wave rate / E2 formula: {ratio_E2:.7f} (no unit)")
print(f"plane-wave rate / (M1+E2): {ratio_mixed:.7f} (no unit)")
print(f"M1 share in the mixed case: {share_M1:.4f} (no unit)")
print(f"total f of the oscillator: {f_sum:.7f} (no unit)")
print(f"model wavelength: {lam_model:.1f} angstrom")
print(f"unit S, g_k=1, E1 rate: {A_E1 / lam_model**3:.4e} 1/s")
print(f"unit S, g_k=1, M1 rate: {A_M1 / lam_model**3:.4e} 1/s")
print(f"unit S, g_k=1, E2 rate: {A_E2 / lam_model**5:.4e} 1/s")
print(f"electron spin g factor: {g_spin:.6f} (no unit)")
print(f"triplet P, J=2 to 1, M1 strength: {S_triplet:.5f} muB^2")
print(f"triplet P, J=2 to 1, M1 rate: {A_triplet:.4f} 1/s")
print(f"triplet P, J=1 to 2, M1 f: {f_triplet:.4e} (no unit)")
for l, count, start in basis_plan:
    print(f"Mg basis, {'spd'[l]}: {count} exponents from {start} 1/a0^2")
print(f"Mg basis, ratio of exponents: {basis_ratio} (no unit)")
print(f"Mg Hartree-Fock energy: {mf.e_tot:.5f} hartree")
print(f"Mg active orbitals: {n_act} (count)")
print(f"Mg singlet pair functions: {len(p)} (count)")
print(f"Mg polarizability, finite field: {pol_field:.3f} a.u.")
print(f"Mg polarizability, sum over states: {pol_sum:.3f} a.u.")
print(f"Mg 1P excitation energy: {E_P:.6f} hartree")
print(f"Mg 1P-1S wavelength: {lam_P:.2f} angstrom")
print(f"Mg 1P-1S E1 strength: {S_P:.4f} e^2 a0^2")
print(f"Mg 1S-1P absorption f: {f_E1 * S_P / lam_P:.4f} (no unit)")
print(f"Mg 1P-1S E1 rate: {A_P:.4e} 1/s")
print(f"Mg 1P lifetime from this decay: {1e9 / A_P:.4f} ns")
print(f"Mg 1D excitation energy: {E_D:.6f} hartree")
print(f"Mg 1D-1S wavelength: {lam_D:.2f} angstrom")
print(f"Mg 1D-1S E2 strength: {S_D:.4f} e^2 a0^4")
print(f"Mg 1S-1D E2 absorption f: {f_E2 * S_D / lam_D**3:.4e} (no unit)")
print(f"Mg 1D-1S E2 rate: {A_D:.4e} 1/s")
print(f"Mg 1D-1P wavelength: {lam_DP:.2f} angstrom")
print(f"Mg 1D-1P E1 strength: {S_DP:.4f} e^2 a0^2")
print(f"Mg 1D-1P E1 rate: {A_DP:.4e} 1/s")
print(f"Mg 1D, E2 rate / E1 rate: {A_D / A_DP:.4e} (no unit)")
print("every check passed")
```

It prints:

```
E1 constant in A: 2.02613e+18 angstrom^3/s
M1 constant in A: 2.69735e+13 angstrom^3/s
E2 constant in A: 1.11995e+18 angstrom^5/s
constant linking A and f: 6.67025e+15 angstrom^2/s
E1 constant in f: 3.03756e+02 angstrom
M1 constant in f: 4.04385e-03 angstrom
E2 constant in f: 1.67902e+02 angstrom^3
Bohr radius: 5.291772e-11 m
Bohr magneton: 9.274010e-24 J/T
fine-structure constant: 7.2973526e-03 (no unit)
plane-wave rate / E1 formula: 0.9999973 (no unit)
plane-wave rate / E2 formula: 0.9999893 (no unit)
plane-wave rate / (M1+E2): 0.9999979 (no unit)
M1 share in the mixed case: 0.9375 (no unit)
total f of the oscillator: 0.9999973 (no unit)
model wavelength: 5000.0 angstrom
unit S, g_k=1, E1 rate: 1.6209e+07 1/s
unit S, g_k=1, M1 rate: 2.1579e+02 1/s
unit S, g_k=1, E2 rate: 3.5838e-01 1/s
electron spin g factor: 2.002319 (no unit)
triplet P, J=2 to 1, M1 strength: 2.51161 muB^2
triplet P, J=2 to 1, M1 rate: 108.3951 1/s
triplet P, J=1 to 2, M1 f: 6.7710e-07 (no unit)
Mg basis, s: 14 exponents from 0.018 1/a0^2
Mg basis, p: 10 exponents from 0.015 1/a0^2
Mg basis, d: 5 exponents from 0.015 1/a0^2
Mg basis, ratio of exponents: 2.7 (no unit)
Mg Hartree-Fock energy: -199.59063 hartree
Mg active orbitals: 64 (count)
Mg singlet pair functions: 2080 (count)
Mg polarizability, finite field: 74.201 a.u.
Mg polarizability, sum over states: 74.199 a.u.
Mg 1P excitation energy: 0.157772 hartree
Mg 1P-1S wavelength: 2887.93 angstrom
Mg 1P-1S E1 strength: 16.6874 e^2 a0^2
Mg 1S-1P absorption f: 1.7552 (no unit)
Mg 1P-1S E1 rate: 4.6792e+08 1/s
Mg 1P lifetime from this decay: 2.1371 ns
Mg 1D excitation energy: 0.207493 hartree
Mg 1D-1S wavelength: 2195.90 angstrom
Mg 1D-1S E2 strength: 355.2281 e^2 a0^4
Mg 1S-1D E2 absorption f: 5.6328e-06 (no unit)
Mg 1D-1S E2 rate: 1.5584e+03 1/s
Mg 1D-1P wavelength: 9163.80 angstrom
Mg 1D-1P E1 strength: 16.7756 e^2 a0^2
Mg 1D-1P E1 rate: 8.8338e+06 1/s
Mg 1D, E2 rate / E1 rate: 1.7641e-04 (no unit)
every check passed
```
